\section*{The commutator of two coupled angular momenta and the scalar triple product, part 2}

Three angular momenta $\mathbf J_1,\mathbf J_2,\mathbf J_3$ act on different factor spaces, so components of different ones commute. They can be coupled in pairs, $\mathbf J_{12}=\mathbf J_1+\mathbf J_2$ and $\mathbf J_{23}=\mathbf J_2+\mathbf J_3$, and the total is $\mathbf J=\mathbf J_1+\mathbf J_2+\mathbf J_3$. The problem is how the two pair couplings fail to commute, and what this says about the triple product $T$. In the algebra $\hbar=1$. For spins of any size,
\begin{equation}
[J_{12}^2,J_{23}^2]=-4i\,T,\qquad
T=\mathbf J_1\cdot(\mathbf J_2\times\mathbf J_3).
\label{eq:main}
\end{equation}
The operator $T$ is Hermitian, and $J_{12}^2$, $J_{23}^2$ and $T$ all commute with $\mathbf J$.

The quantum numbers $j_1,j_2,j_3,j_{12},j_{23},J$ belong to the squares of the corresponding angular momenta, so that $J_{12}^2$ has the value $j_{12}(j_{12}+1)$, and $M$ belongs to $J_z$. For spins $1/2$ the letter $\mathbf S$ replaces $\mathbf J$, $S^2$ is the square of the total spin, and the arrows in a state such as $|\!\uparrow\downarrow\uparrow\rangle$ refer to spins 1, 2, 3 in that order.

For three spins $1/2$ the operator $T$ has the eigenvalues
\begin{equation}
+\frac{\sqrt3}{4}\ \text{(twice)},\qquad
-\frac{\sqrt3}{4}\ \text{(twice)},\qquad
0\ \text{(four times)}.
\label{eq:spectrum}
\end{equation}
The nonzero values belong to total spin $1/2$, the value zero to total spin $3/2$. They were also found from permutations. The operator that exchanges the states of spins $m$ and $n$ is
\begin{equation}
P_{mn}=\frac12+2\,\mathbf S_m\cdot\mathbf S_n ,
\end{equation}
and with the cyclic permutation $C=P_{12}P_{23}$, whose trace is 2,
\begin{equation}
T=\frac i4\,(C-C^{-1}).
\label{eq:cyclic}
\end{equation}

\subsection{The triple product from the $6j$ symbol}

For equal spins larger than $1/2$ the exchange operator is not linear in the scalar product, and the states of unequal spins cannot be exchanged at all. The permutation argument is then not available, but the commutator still determines $T$. Fix the total quantum numbers $J$ and $M$. One basis has definite $j_{12}$, made by coupling spins 1 and 2 and then adding spin 3. Another has definite $j_{23}$, made by coupling spins 2 and 3 and then adding them to spin 1. Their overlap is
\begin{align}
U(j_{12},j_{23})={}&(-1)^{j_1+j_2+j_3+J}\sqrt{(2j_{12}+1)(2j_{23}+1)}\nonumber\\
&\times
\begin{Bmatrix} j_1&j_2&j_{12}\\ j_3&J&j_{23}\end{Bmatrix}.
\label{eq:U}
\end{align}
This relation may be taken as the definition of the $6j$ symbol. The overlap does not depend on $M$, because the total ladder operators act in the same way in both bases. It is real, because the coupling coefficients are real in the usual phase convention. As the overlap of two orthonormal bases, $U$ is an orthogonal matrix.

Inserting the complete set of states with definite $j_{23}$ gives the matrix of $J_{23}^2$ in the first basis:
\begin{equation}
R_{j_{12}j_{12}'}=\sum_{j_{23}}U(j_{12},j_{23})\,j_{23}(j_{23}+1)\,U(j_{12}',j_{23}).
\label{eq:R}
\end{equation}
In this basis $J_{12}^2$ is diagonal. The element of the commutator between $j_{12}$ and $j_{12}'$ is therefore $[j_{12}(j_{12}+1)-j_{12}'(j_{12}'+1)]R_{j_{12}j_{12}'}$. Dividing by $-4i$, which is the same as multiplying by $i/4$, yields
\begin{equation}
\langle j_{12}|T|j_{12}'\rangle=\frac i4\left[j_{12}(j_{12}+1)-j_{12}'(j_{12}'+1)\right]R_{j_{12}j_{12}'} .
\label{eq:T6j}
\end{equation}

Two properties can be read off. If a single value of $j_{12}$ is possible at the given $J$, then $T=0$ there. The largest total spin, $J=j_1+j_2+j_3$, is such a case. Further, $R$ is real and symmetric and the bracket is antisymmetric, so $T$ is $i$ times a real matrix and $T^*=-T$. Complex conjugation of $Tv=\lambda v$ gives $Tv^*=-\lambda v^*$, so nonzero eigenvalues come in pairs $\pm\lambda$. The physical reason is time reversal, which changes the sign of each angular momentum and hence of a product of three.

\subsection{Check on three spins one half}

For total spin $1/2$ and $M=1/2$ the states with $j_{12}=0$ and $j_{12}=1$ are
\begin{align}
|0\rangle&=\frac{1}{\sqrt2}\left(|\!\uparrow\downarrow\uparrow\rangle-|\!\downarrow\uparrow\uparrow\rangle\right),\\
|1\rangle&=\frac{1}{\sqrt6}\left(2|\!\uparrow\uparrow\downarrow\rangle-|\!\uparrow\downarrow\uparrow\rangle-|\!\downarrow\uparrow\uparrow\rangle\right).
\end{align}
The second is symmetric in spins 1 and 2. The total raising operator turns its three terms into $(2-1-1)|\!\uparrow\uparrow\uparrow\rangle=0$, so its total spin is indeed $1/2$. The state with a singlet on spins 2 and 3 is
\begin{equation}
|s_{23}\rangle=\frac{1}{\sqrt2}\left(|\!\uparrow\uparrow\downarrow\rangle-|\!\uparrow\downarrow\uparrow\rangle\right).
\end{equation}
Its overlaps are $\langle0|s_{23}\rangle=-\frac12$ and $\langle1|s_{23}\rangle=(2+1)/\sqrt{12}=\frac{\sqrt3}2$. These form the column $j_{23}=0$ of $U$. The column $j_{23}=1$ is orthogonal to it, and its sign cancels in \eqref{eq:R}. With $j_{23}(j_{23}+1)=0$ and $2$,
\begin{equation}
U=\begin{pmatrix}-\frac12&\frac{\sqrt3}2\\[2pt] \frac{\sqrt3}2&\frac12\end{pmatrix},
\qquad
R=\begin{pmatrix}\frac32&\frac{\sqrt3}2\\[2pt] \frac{\sqrt3}2&\frac12\end{pmatrix}.
\end{equation}
Equation \eqref{eq:T6j} gives $\langle0|T|1\rangle=\frac i4(0-2)\frac{\sqrt3}2=-\frac{i\sqrt3}4$. In terms of Pauli matrices in the basis $|0\rangle,|1\rangle$,
\begin{equation}
T=\frac{\sqrt3}4\,\sigma_y ,
\label{eq:sigmay}
\end{equation}
with eigenvalues $\pm\sqrt3/4$, as before.

\subsection{Check on unequal spins}

When two values of $j_{12}$ are allowed at a given $J$, the eigenvalues follow without the table of $6j$ symbols. Call these values $a$ and $b$, and the two values of $j_{23}$ $c$ and $d$. Orthogonality of the rows of $U$ means $U_{ac}U_{bc}=-U_{ad}U_{bd}$, so
\begin{equation}
R_{ab}=U_{ad}U_{bd}\,\Delta_{23},\qquad \Delta_{23}=d(d+1)-c(c+1).
\end{equation}
Let $p=U_{ad}^2$ be the probability of $j_{23}=d$ in the state $j_{12}=a$. The column $d$ is normalized, so $U_{bd}^2=1-p$. With $\Delta_{12}=b(b+1)-a(a+1)$, the eigenvalues are $\pm\lambda$, where
\begin{equation}
\lambda=\frac14\,|\Delta_{12}\Delta_{23}|\sqrt{p(1-p)} .
\label{eq:two}
\end{equation}
For spins $1/2$ both differences are 2 and $p=3/4$, which returns $\sqrt3/4$. The factor $\sqrt{p(1-p)}$ measures how strongly the eigenstates of one coupling are mixed in the basis of the other; it is at most $\frac12$, so $\lambda\le\frac18|\Delta_{12}\Delta_{23}|$.

Now take $j_1=\frac12$, $j_2=1$, $j_3=\frac32$ and $J=2$. Then $j_{12}=\frac12,\frac32$ and $j_{23}=\frac32,\frac52$, so $\Delta_{12}=3$ and $\Delta_{23}=5$. To find $p$, compute the mean of $J_{23}^2$ for $j_{12}=\frac12$. Within one multiplet of $\mathbf J_{12}$ the vector $\mathbf J_2$ is proportional to $\mathbf J_{12}$, by the Wigner--Eckart theorem. Write $\mathbf J_2\to g\,\mathbf J_{12}$. Squaring $\mathbf J_1=\mathbf J_{12}-\mathbf J_2$ gives $\mathbf J_2\cdot\mathbf J_{12}=\frac12(J_{12}^2+J_2^2-J_1^2)$, and hence
\begin{equation}
g=\frac{\frac34+2-\frac34}{2\cdot\frac34}=\frac43 .
\end{equation}
Similarly, $\mathbf J_{12}\cdot\mathbf J_3=\frac12(J^2-J_{12}^2-J_3^2)=\frac12(6-\frac34-\frac{15}4)=\frac34$. The mean of $\mathbf J_2\cdot\mathbf J_3$ is $\frac43\cdot\frac34=1$, and
\begin{equation}
\langle J_{23}^2\rangle=2+\frac{15}4+2\cdot1=\frac{31}4,\qquad
p=\frac{\frac{31}4-\frac{15}4}{5}=\frac45 .
\end{equation}
Equation \eqref{eq:two} gives $\lambda=\frac14\cdot3\cdot5\cdot\frac25=\frac32$.

For $J=1$ the values $j_{23}=\frac12,\frac32$ give $\Delta_{23}=3$. The same steps give $\mathbf J_{12}\cdot\mathbf J_3=-\frac54$, $\langle J_{23}^2\rangle=\frac{29}{12}$, $p=\frac59$ and $\lambda=\sqrt5/2\approx1.118$. For $J=0$ and $J=3$ one value of $j_{12}$ is possible and $T=0$. The largest eigenvalue is therefore $3/2$. Direct diagonalization in the full space of 24 states gives 1.500000, and its whole spectrum was tested against \eqref{eq:T6j}.

\subsection{How sharply both couplings can be known}

For Hermitian $A$ and $B$ let $\alpha=A-\langle A\rangle$ and $\beta=B-\langle B\rangle$. The squared norm of $(\alpha+ix\beta)\psi$ cannot be negative for any real $x$:
\begin{equation}
\langle\alpha^2\rangle+x^2\langle\beta^2\rangle+x\,\langle i[A,B]\rangle\ge0 .
\end{equation}
A quadratic in $x$ that is nowhere negative has no positive discriminant, so $\langle i[A,B]\rangle^2\le4\langle\alpha^2\rangle\langle\beta^2\rangle$. For the two squares $i[J_{12}^2,J_{23}^2]=4T$, and the spreads obey
\begin{equation}
\Delta J_{12}^2\;\Delta J_{23}^2\ge2\,|\langle T\rangle| .
\label{eq:bound}
\end{equation}

Consider the eigenstate of \eqref{eq:sigmay} with $\sigma_y=1$. Reading the matrices above,
\begin{equation}
J_{12}^2=1-\sigma_z,\qquad
J_{23}^2=1+\tfrac12\sigma_z+\tfrac{\sqrt3}2\sigma_x .
\label{eq:pauli}
\end{equation}
Both means are 1, because $\sigma_x$ and $\sigma_z$ average to zero in this state. Both deviations from the mean square to 1, so both spreads are 1. The bound is $\sqrt3/2\approx0.866$ and is not reached. The reason lies in the correlation of the two deviations. Using $\sigma_z\sigma_x=i\sigma_y$,
\begin{equation}
\langle\alpha\beta\rangle=-\frac12-\frac{\sqrt3}2\langle i\sigma_y\rangle=-\frac12-\frac{i\sqrt3}2 .
\end{equation}
Its magnitude is 1, equal to the product of the spreads. The commutator accounts for the imaginary part alone, and the real part $-\frac12$ is what \eqref{eq:bound} leaves out.

\subsection{Worked example: a singlet moving round a triangle}

Three spins $1/2$ at the corners of a triangle have the model Hamiltonian
\begin{equation}
H=A(\mathbf S_1\cdot\mathbf S_2+\mathbf S_2\cdot\mathbf S_3+\mathbf S_3\cdot\mathbf S_1)+K\,T ,
\end{equation}
with spins in units of $\hbar$ and the round parameters $A=0.010$ eV and $K=0.002$ eV. The second term changes sign under time reversal, so it is absent from a system with that symmetry. It can arise from a magnetic flux through the triangle, but the value of $K$ used here is illustrative and far larger than a laboratory field gives in a triangle of atomic size. A Hubbard triangle with three electrons, on-site repulsion 1 to 5 eV, $A=0.010$ eV and side 3 to 5 \AA\ has $K$ of order $10^{-6}$ eV at 10 T, so the times found below would be of order a nanosecond; $K=0.002$ eV would need thousands of tesla, where it can be reached at all. The model takes $K$ as given and leaves out the Zeeman energy of the spins. That splitting is about $0.001$ eV at 10 T and so exceeds such a $K$ by far, but a uniform field along $z$ adds only a phase to a state of definite $M$.

Squaring the total spin gives $S^2=\frac94+2\sum\mathbf S_m\cdot\mathbf S_n$, so the exchange term is $\frac A2(S^2-\frac94)$. It equals $\frac34A$ for spin $3/2$ and $-\frac34A$ for spin $1/2$. It commutes with $T$, and the levels are
\begin{equation}
E_{3/2}=\frac34A,\qquad E_{1/2}^{\pm}=-\frac34A\pm\frac{\sqrt3}4K .
\end{equation}
The quartet lies at $0.0075$ eV. The doublets lie at $-0.0075\pm0.433\times0.002$ eV, which is $-0.00663$ and $-0.00837$ eV. Their separation is $\frac{\sqrt3}2K=0.00173$ eV, or $6.37\times10^{-5}$ hartree.

Start with a singlet on spins 1 and 2 and with spin 3 up, which is the state $|0\rangle$. The exchange term contributes a common phase. By \eqref{eq:sigmay} the rest of the evolution is
\begin{equation}
e^{-i\theta\sigma_y}|0\rangle=\cos\theta\,|0\rangle+\sin\theta\,|1\rangle,
\qquad \theta=\frac{\sqrt3\,K t}{4\hbar},
\label{eq:rotation}
\end{equation}
because $e^{-i\theta\sigma_y}=\cos\theta-i\sigma_y\sin\theta$ and $-i\sigma_y|0\rangle=|1\rangle$. This is a rotation in a real plane. In that plane $|s_{12}\rangle=|0\rangle$ has the direction $0^\circ$, and $|s_{23}\rangle$, with components $(-\frac12,\frac{\sqrt3}2)$, has the direction $120^\circ$. The third singlet state, with spin 2 up, is
\begin{equation}
|s_{31}\rangle=\frac1{\sqrt2}\left(|\!\downarrow\uparrow\uparrow\rangle-|\!\uparrow\uparrow\downarrow\rangle\right).
\end{equation}
Adding the three states term by term gives $|s_{12}\rangle+|s_{23}\rangle+|s_{31}\rangle=0$. Hence $|s_{31}\rangle$ has components $(-\frac12,-\frac{\sqrt3}2)$ and the direction $240^\circ$. A change of sign does not alter a physical state, so this is the same as $60^\circ$.

For $K>0$ the singlet thus moves from pair 12 to pair 31 at $\theta=60^\circ$, to pair 23 at $120^\circ$, and back to pair 12 at $180^\circ$. One move takes the time
\begin{equation}
\tau=\frac{\pi}{3}\,\frac{4\hbar}{\sqrt3K}=\frac{4\pi\hbar}{3\sqrt3\,K}
=2.418\times\frac{0.6582\ \text{eV fs}}{0.002\ \text{eV}}\approx796\ \text{fs},
\end{equation}
and the full circuit takes $2388$ fs. Reversing $K$ reverses the rotation, and the first move then leads to pair 23. Both directions were tested by evolving the full eight-component state.

At each completed move the three pair-singlet probabilities are 1, $\frac14$ and $\frac14$, which add to $\frac32$. They are not probabilities of exclusive outcomes, since the three states are not orthogonal: neighbouring directions are $60^\circ$ apart, and $\cos^260^\circ=\frac14$.

The complete circuit through all three pairs needs equal exchange couplings. In the doublet space, $J_{12}^2=\frac32+2\,\mathbf S_1\cdot\mathbf S_2$ and \eqref{eq:pauli} give $\mathbf S_1\cdot\mathbf S_2=-\frac14-\frac12\sigma_z$. The other two products have the same form, with $\sigma_z$ replaced by the component of $\boldsymbol\sigma$ along unit vectors in the $xz$ plane at $120^\circ$ to the $z$ axis and to each other. The three unit vectors add to zero, so equal couplings leave a constant. Unequal couplings leave a vector in the $xz$ plane and tilt the rotation axis away from $y$. Here a doublet state is represented by the unit vector $\langle\boldsymbol\sigma\rangle$, which a Hamiltonian $\mathbf b\cdot\boldsymbol\sigma$ turns about $\mathbf b$. The real state $\cos\theta\,|0\rangle+\sin\theta\,|1\rangle$ has $\langle\boldsymbol\sigma\rangle=(\sin2\theta,0,\cos2\theta)$, so the three singlet states are three points on the great circle in the $xz$ plane, and three points on a sphere fix one circle. A rotation about a tilted axis does not follow this circle, so the singlet can no longer pass completely through all three pairs. The printed values for the triangle and for the operator tests are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Commutator [J12^2, J23^2] against -4i T (hbar = 1)
  spins (0.5, 0.5, 0.5): largest element 1.0000, deviation below 1e-11: True
  spins (0.5, 1.0, 1.5): largest element 4.2426, deviation below 1e-11: True
  spins (1.0, 1.0, 1.0): largest element 4.0000, deviation below 1e-11: True
  spins (1.5, 0.5, 1.0): largest element 4.2426, deviation below 1e-11: True
Spins 1/2, 1, 3/2: largest eigenvalue of T, direct 1.500000, from 6j 1.500000
Eigenvalues of T, three spins 1/2:
  -0.433013 -0.433013 0.000000 0.000000 0.000000 0.000000 0.433013 0.433013
  sqrt(3)/4 = 0.433013
Commutator eigenvalues: imaginary part from -1.732051 to 1.732051
Trace of the cyclic permutation: 2
J = 1/2, rows j12 = 0, 1; columns j23 = 0, 1: overlaps U
  -0.500000  0.866025
  0.866025  0.500000
J23^2 in the basis j12 = 0, 1
  1.500000  0.866025
  0.866025  0.500000
Element <j12=0|T|j12=1>: imaginary part -0.433013
Chiral state: spread of J12^2 1.0000, of J23^2 1.0000, lower bound of product 0.8660
Model triangle: A = 0.010 eV, K = 0.002 eV
  lower doublet pair -0.008366 eV
  upper doublet pair -0.006634 eV
  quartet 0.007500 eV
  chiral splitting 0.001732 eV = 6.3652e-05 hartree
  hbar = 0.658212 eV fs, time of one move 795.91 fs
  time (fs), probability of singlet on 12, on 31, on 23
      0.00  1.0000  0.2500  0.2500
    795.91  0.2500  1.0000  0.2500
   1591.82  0.2500  0.2500  1.0000
   2387.73  1.0000  0.2500  0.2500
  K reversed, after one move: probability on 23 1.0000
\end{verbatim}
